# Knudsen Diffusion and Radical Loss in a Deep Cylindrical Hole

## 1. The density ratio from a diffusion balance

### What symmetry fixes

A straight cylindrical hole of diameter $d$ and depth $L$ opens into a plasma that supplies neutral radicals. A radical striking the sidewall is lost with probability $s\ll1$, and one striking the floor is lost with probability $s_b$. Survivors leave in a fresh direction drawn from the cosine law, with no memory of how they arrived. Collisions between gas particles inside the hole are neglected. The state is steady, and the loss probabilities do not depend on the radical density.

Let $z$ run from the mouth, $z=0$, to the floor, $z=L$. Let $I(z)$ be the number of radicals striking unit area of sidewall per unit time. A gas with isotropic velocities, density $n$ and mean speed $\bar v$ strikes a surface at the rate $n\bar v/4$. The radical density in the hole is therefore defined here by

$$I(z)=\frac{n(z)\bar v}{4}. \tag{1}$$

With one wall temperature throughout, $\bar v$ is uniform and $n(L)/n(0)=I(L)/I(0)$.

The problem is linear, so multiplying the plasma density by a constant multiplies every $I$ by that constant and leaves the ratio unchanged. The speed $\bar v$ cannot enter the ratio either, since no other parameter contains a time with which to make it dimensionless. The ratio depends on $L/d$, $s$ and $s_b$.

Symmetry says more if $I$ varies little over one diameter. A local linear law may then be expanded in derivatives of $I$. The wall looks the same after $z\to-z$, which excludes a first-derivative term, so the leading law is

$$I''=\kappa^2 I. \tag{2}$$

Without wall loss a uniform $I$ must be a solution, so $\kappa$ vanishes with $s$. If $\kappa^2$ starts linearly in $s$, dimensions require $\kappa^2=Cs/d^2$ with $C$ a number. The floor supplies a linear condition of the form $-I'(L)=bI(L)/d$, with $b$ depending on $s_b$. Equation (2) with this condition has the solution

$$I(z)=I(L)\left[\cosh\kappa(L-z)+\frac{b}{\kappa d}\sinh\kappa(L-z)\right].$$

Its value at $z=L$ is $I(L)$. Its slope there is $-bI(L)/d$, because differentiating $L-z$ brings a minus sign. Setting $z=0$ gives the form of the answer:

$$\frac{n(L)}{n(0)}=\frac{1}{\cosh\phi+\beta\sinh\phi},\qquad \phi=\kappa L,\quad \beta=\frac{b}{\kappa d}. \tag{3}$$

What remains is to find $C$ and $b$, which requires the geometry of flights across the hole.

### Flights between wall points

Let $\alpha$ be the angle between a radical's direction and the hole axis. Let $\psi$ be the angle, in the cross-section, between its transverse motion and the inward normal. The component along the normal is $\sin\alpha\cos\psi$. The cosine law assigns to a solid angle $d\Omega=\sin\alpha\,d\alpha\,d\psi$ the probability

$$\frac{\sin\alpha\cos\psi}{\pi}\,d\Omega=\frac{\sin^2\alpha\,\cos\psi}{\pi}\,d\alpha\,d\psi,$$

with $0<\alpha<\pi$ and $-\pi/2<\psi<\pi/2$. The integrals of $\sin^2\alpha$ and $\cos\psi$ are $\pi/2$ and $2$, so the total probability is one.

Seen along the axis, the flight is a chord of length $d\cos\psi$. The axial displacement is this length times the ratio of axial to transverse motion, $\cot\alpha$:

$$\Delta=d\cos\psi\cot\alpha.$$

Positive and negative values are equally likely. The mean size and mean square are

$$\langle|\Delta|\rangle=\frac d\pi\int_0^\pi\sin\alpha|\cos\alpha|\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=\frac d\pi\cdot1\cdot\frac\pi2=\frac d2,$$

$$\langle\Delta^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}. \tag{4}$$

### The flux through a cross-section

Let $J_+$ and $J_-$ be the one-way fluxes through a cross-section, toward the floor and toward the mouth, and let $J=J_+-J_-$. The wall emits $(1-s)I$ per unit area. Replacing this by $I$ makes a relative error $s$, which is dropped.

A wall ring at distance $y$ above the section has area $\pi d\,dy$. Its radicals cross the section if their displacement exceeds $y$, which has probability $P(\Delta>y)$. Near the section, $I$ is taken as linear, so the ring emits $I-I'y$ per unit area. Division by the section area $\pi d^2/4$ gives

$$J_+=\frac4d\int_0^\infty(I-I'y)\,P(\Delta>y)\,dy.$$

Exchanging the order of integration turns the two integrals into moments over positive displacements. Each is half the corresponding moment over both signs:

$$\int_0^\infty P(\Delta>y)\,dy=\frac{\langle|\Delta|\rangle}{2}=\frac d4,\qquad \int_0^\infty yP(\Delta>y)\,dy=\frac12\cdot\frac{\langle\Delta^2\rangle}{2}=\frac{d^2}{6}. \tag{5}$$

The extra factor $1/2$ in the second integral comes from $\int_0^\Delta y\,dy=\Delta^2/2$. Hence

$$J_+=I-\frac{2d}{3}I',\qquad J_-=I+\frac{2d}{3}I'.$$

The second expression follows by reversing the axis, which changes the sign of $I'$. Subtraction, followed by use of (1), gives

$$J=-\frac{4d}{3}I'=-D n',\qquad D=\frac{d\bar v}{3}. \tag{6}$$

This $D$ is the Knudsen diffusivity of a long cylinder. The one-way fluxes can also be written

$$J_\pm=I\pm\frac J2, \tag{7}$$

a relation needed at both ends of the hole.

### Balance on the wall and at the floor

In a slice of thickness $dz$, the current entering from above minus that leaving below equals the loss on the wall ring:

$$\frac{\pi d^2}{4}\,[J(z)-J(z+dz)]=\pi d\,dz\,sI.$$

Dividing by $dz$ gives $J'=-4sI/d$. From (6), $J'=-(4d/3)I''$. Equating the two and cancelling the common factor $-4$ gives $dI''/3=sI/d$, so

$$I''=\frac{3s}{d^2}I,\qquad \kappa=\frac{\sqrt{3s}}{d}. \tag{8}$$

Thus $C=3$. The assumption of slow variation requires $\kappa d=\sqrt{3s}\ll1$, which is the condition of weakly reactive walls.

At the floor the net flux is the lost part of the incident flux, $J=s_bJ_+$. With (7), $J=s_b(I+J/2)$. Collecting $J$ on the left,

$$J(L)=wI(L),\qquad w=\frac{s_b}{1-s_b/2}. \tag{9}$$

The factor $w$ exceeds $s_b$ because the flux falling on an absorbing floor is larger than $I(L)$, by $J/2$ if the wall flux is linear. Inserting (6) gives $-I'(L)=3wI(L)/(4d)$, so $b=3w/4$. The two parameters in (3) are

$$\phi=\frac Ld\sqrt{3s},\qquad \beta=\frac{3w}{4\sqrt{3s}}=\frac w4\sqrt{\frac3s}. \tag{10}$$

The wall flux has been taken as linear right up to the floor, although it is distorted within about one diameter of it. The coefficient $w$ is therefore an approximation when $s_b$ is not small.

### Limits and the division of the loss

For an inert floor, $\beta=0$ and the ratio is $1/\cosh\phi$. For inert walls, $s\to0$ makes $\phi$ vanish while $\beta\phi=3wL/(4d)$ stays fixed. The ratio becomes $1/[1+3wL/(4d)]$, which falls algebraically with depth.

When $\phi$ and $\beta\phi$ are both small, $I$ is nearly uniform and the denominator of (3) is approximately $1+\beta\phi+\phi^2/2$. The wall term divided by the floor term is

$$\frac{\phi^2/2}{\beta\phi}=\frac{2sL}{wd}.$$

This is half of $s\,\pi dL/(w\,\pi d^2/4)$, the ratio of the reactive areas. The half appears because wall losses are spread over the depth, and their radicals travel on average half as far as those consumed at the floor.

For $\phi\gg1$, both hyperbolic functions approach $e^\phi/2$, and the ratio approaches $2e^{-\phi}/(1+\beta)$. This limit holds while diffusion still carries the supply, a restriction made quantitative in the second half.

The fraction of consumed radicals that react at the floor is $J(L)/J(0)$. Differentiating the profile gives $J(0)=(4d/3)\kappa I(L)(\sinh\phi+\beta\cosh\phi)$ and $J(L)=(4d/3)\kappa\beta I(L)$, so

$$\frac{J(L)}{J(0)}=\frac{\beta}{\sinh\phi+\beta\cosh\phi}. \tag{11}$$

### A numerical case

Take $d=100$ nm, $L=2000$ nm, $s=0.001$ and $s_b=0.2$. Then $\sqrt{3s}=0.05477$ and

$$\phi=20\times0.05477=1.095,\qquad w=\frac{0.2}{0.9}=0.222,\qquad \beta=\frac{0.2222}{4}\sqrt{3000}=3.043.$$

With $\cosh\phi=1.6625$ and $\sinh\phi=1.3281$,

$$\frac{n(L)}{n(0)}=\frac1{1.6625+3.0429\times1.3281}=\frac1{5.704}=0.175.$$

An inert floor would give 0.60, and inert walls would give 0.23, with the other parameters unchanged. From (11), the floor takes $3.043/(1.328+3.043\times1.6625)=0.48$ of the consumed radicals. Slightly more than half are lost on the sidewall, although each wall hit is two hundred times less likely to remove a radical than a floor hit.

At fixed $d$, $s$ and $s_b$, formula (3) gives 0.53 at a depth of 500 nm, 0.34 at 1000 nm, 0.18 at 2000 nm and 0.056 at 4000 nm. These values are roughly 8 to 10% higher than those from a numerical solution of the flights with fine wall rings at both ends, a method described in the second half.

### From the mouth to the plasma

The density $n(0)$ lies just inside the mouth and is lower than the plasma density $n_p$. The plasma sends in the one-way flux $\Gamma_0=n_p\bar v/4$, if its radicals have the wall temperature. By (7), $\Gamma_0=I(0)+J(0)/2$. Dividing by $I(0)$ and using the expressions above,

$$\frac{n_p}{n(0)}=1+\mu\,\frac{\sinh\phi+\beta\cosh\phi}{\cosh\phi+\beta\sinh\phi},\qquad \mu=\frac{2\kappa d}{3}=2\sqrt{\frac s3}. \tag{12}$$

Here $\mu=0.0365$ and the fraction is $6.387/5.704=1.120$. Thus $n(0)/n_p=1/1.041=0.961$, and $n(L)/n_p=0.961\times0.175=0.168$.

For radicals of mass $m=20$ u at $T=400$ K, $\bar v=\sqrt{8k_BT/(\pi m)}=651$ m/s. A plasma density of $10^{13}$ cm$^{-3}$ gives $\Gamma_0=1.63\times10^{17}$ cm$^{-2}$ s$^{-1}$ and a floor density of $1.7\times10^{12}$ cm$^{-3}$. The flux striking the floor is $J_+(L)=I(L)(1+w/2)$, or $0.187\,\Gamma_0$. Multiplication by $s_b$ gives a floor reaction flux of $6.1\times10^{15}$ cm$^{-2}$ s$^{-1}$.

## 2. The same ratio from a random walk, and what each derivation assumes

### Symbols and results carried over

The hole has diameter $d$ and depth $L$, with loss probabilities $s\ll1$ per sidewall hit and $s_b$ per floor hit. The wall impingement rate is $I=n\bar v/4$, and the plasma sends the one-way flux $\Gamma_0$ through the mouth. A flight between wall points has a symmetric axial displacement $\Delta$, with $\langle|\Delta|\rangle=d/2$ and $\langle\Delta^2\rangle=2d^2/3$. The diffusion balance gave

$$\frac{n(L)}{n(0)}=\frac1{\cosh\phi+\beta\sinh\phi},\quad \phi=\kappa L,\quad \kappa=\frac{\sqrt{3s}}d,\quad \beta=\frac w4\sqrt{\frac3s},\quad w=\frac{s_b}{1-s_b/2}. \tag{13}$$

The second derivation uses the flight moments, but no diffusivity, flux law or particle speed. It follows one radical from the floor outward.

### Reciprocity: supply equals escape

Divide the inner surface into small patches $i$ of area $A_i$ and loss probability $s_i$. Let $F_{ij}$ be the probability that a radical leaving patch $i$ next lands on patch $j$. For patches in mutual view at distance $r$, patch $j$ fills the solid angle $A_j\cos\theta_j/r^2$ seen from $i$. The cosine law then gives

$$A_iF_{ij}=\frac{A_iA_j\cos\theta_i\cos\theta_j}{\pi r^2}=A_jF_{ji}, \tag{14}$$

where the angles are measured from the patch normals. The mouth, labelled 0, obeys the same rule because radicals enter it with a cosine distribution.

The radicals striking patch $i$ come from the mouth or from other patches:

$$A_iI_i=A_0F_{0i}\Gamma_0+\sum_jA_jF_{ji}(1-s_j)I_j.$$

Replace $A_jF_{ji}$ by $A_iF_{ij}$, treat the mouth term likewise, and divide by $A_i$:

$$I_i=F_{i0}\Gamma_0+\sum_jF_{ij}(1-s_j)I_j.$$

Now let $u_i$ be the probability that a radical just leaving patch $i$ eventually escapes through the mouth. It escapes on its next flight, or it lands on some patch $j$, survives and starts again:

$$u_i=F_{i0}+\sum_jF_{ij}(1-s_j)u_j.$$

This is the equation for $I_i/\Gamma_0$. The difference between two solutions would obey the equation without its source term. Repeated substitution multiplies that difference by the probability of still being in the hole after many flights, which tends to zero. The solution is therefore unique, and

$$I_i=\Gamma_0u_i. \tag{15}$$

The density ratio equals the ratio of escape probabilities from the bottom and the top of the wall. To escape from the bottom, a radical must first reach the level of the mouth. If the distance by which a flight overshoots a level is neglected, $u(\text{bottom})$ is the probability of reaching the top times $u(\text{top})$. In this approximation, $n(L)/n(0)$ is the probability that a radical starting at floor level reaches mouth level before it is lost.

### Survival over a short stage

Let $y=L-z$ be the height above the floor. Choose a stage length $h$ with $d\ll h\ll1/\kappa$, and follow a radical from $y$ until it first leaves the interval from $y-h$ to $y+h$. Let $X$ be its displacement and $N$ the number of flights taken.

Successive flights are independent and have zero mean, so each adds $\langle\Delta^2\rangle$ to the mean of $X^2$, and the mean of $X^2$ at exit is $\langle N\rangle\langle\Delta^2\rangle$. At exit $X^2\simeq h^2$, apart from the overshoot, so

$$\langle N\rangle=\frac{h^2}{\langle\Delta^2\rangle}=\frac{3h^2}{2d^2}.$$

Each flight ends in a wall hit with loss probability $s$. The small probability of being lost before exit is

$$q=s\langle N\rangle=\frac{3sh^2}{2d^2}=\frac{\kappa^2h^2}{2}. \tag{16}$$

By symmetry the radical leaves upward or downward with probability $(1-q)/2$ each.

Let $p(y)$ be the probability of reaching $y+h$ from $y$ before loss. After a downward exit the radical must first return from $y-h$ to $y$, then begin again:

$$p(y)=\frac{1-q}{2}\,[1+p(y-h)\,p(y)].$$

Dividing by $p(y)(1-q)/2$ gives

$$\frac2{1-q}=\frac1{p(y)}+p(y-h). \tag{17}$$

Probabilities for successive stages multiply, so they can be written through a loss rate per unit height, $g$:

$$p(y)=\exp\left[-\int_y^{y+h}g(y')\,dy'\right].$$

To second order in $h$, which requires $hg\ll1$ as well as $\kappa h\ll1$, and with $g$ and $g'$ taken at $y$,

$$\frac1{p(y)}=1+hg+\frac{h^2}2(g'+g^2),\qquad p(y-h)=1-hg+\frac{h^2}2(g'+g^2).$$

The $g'$ term is positive in the second expression because its integral covers the interval below $y$, where $g$ is smaller by $g'$ times the distance. The sum is $2+h^2(g'+g^2)$. The left side of (17) is $2+2q$ to first order in $q$. Therefore

$$g'+g^2=\frac{2q}{h^2}=\kappa^2. \tag{18}$$

The arbitrary stage length has disappeared.

### The starting value at the floor

Close to the floor, over a height much less than $1/\kappa$, wall loss is negligible. The escape probability can then be taken as linear, $u=u_0+u'y$, since symmetric flights leave the mean of a linear function unchanged.

Consider the flights that cross $y=0$ downward. Suppose the tube continued. With uniform wall emission a crossing is equally likely at any point along a flight, so the mean axial distance from the crossing to the landing point equals that from the starting point to the crossing. The latter is the quotient of the two integrals in (5):

$$\frac{d^2/6}{d/4}=\frac{2d}3.$$

Their mean escape probability in the extended linear function would be $u_0-2du'/3$. In the real hole they strike the floor, survive with probability $1-s_b$, and leave by the cosine law. Uniform wall emission sends a cosine-law flux through a cross-section, as in a gas at equilibrium, so floor emission has the same mean landing distance, now upward. The linear function remains valid on average if

$$u_0-\frac{2d}3u'=(1-s_b)\left(u_0+\frac{2d}3u'\right).$$

Moving the terms in $u'$ to the right gives $s_bu_0=(2d/3)(2-s_b)u'$. Hence

$$g(0)=\frac{u'}{u_0}=\frac{3s_b}{2d(2-s_b)}=\frac{3w}{4d}=\beta\kappa. \tag{19}$$

The first equality holds because the probability of climbing a short distance $h$ from the floor is $u_0/(u_0+u'h)\simeq1-hu'/u_0$.

### Solving for the climb

Set $x=\kappa y$ and $g=\kappa t$. Equation (18) becomes $dt/dx=1-t^2$, with $t(0)=\beta$. For $\beta\ne1$,

$$\frac{d}{dx}\ln\left|\frac{1+t}{1-t}\right|=\frac{2}{1-t^2}\frac{dt}{dx}=2,\qquad \frac{1+t}{1-t}=\frac{1+\beta}{1-\beta}\,e^{2x}.$$

Solving for $t$ and multiplying numerator and denominator by $(1-\beta)e^{-x}$,

$$t=\frac{(1+\beta)e^x-(1-\beta)e^{-x}}{(1+\beta)e^x+(1-\beta)e^{-x}}=\frac{\sinh x+\beta\cosh x}{\cosh x+\beta\sinh x}.$$

For $\beta=1$ this gives $t=1$, which also satisfies the equation. The numerator is the derivative of the denominator, so the probability of climbing the whole hole is

$$\exp\left[-\int_0^\phi t\,dx\right]=\frac1{\cosh\phi+\beta\sinh\phi},$$

in agreement with (13).

### What each derivation assumes

The diffusion balance assumes that the wall flux is nearly linear over the flights that carry the current. It deals with many radicals at once, and its slice balance can be extended to loss probabilities that depend on density. The random walk treats radicals one at a time, so it requires them to be independent. It also needs many wall hits per stage and the reciprocity of cosine-law emission. Near the floor, where $g$ is about $3w/(4d)$, the conditions $h\gg d$ and $hg\ll1$ together require a small $w$. Since it never uses a speed, it yields the ratio of impingement rates directly. A uniform $\bar v$ is needed to turn that into a density ratio.

Both rest on a finite $\langle\Delta^2\rangle$ and neglect rare long flights. For $y\gg d$, a displacement above $y$ requires $\alpha<d\cos\psi/y$. Integrating the cosine law over these small angles gives

$$P(\Delta>y)\simeq\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos\psi}{3}\left(\frac{d\cos\psi}{y}\right)^3d\psi=\frac{d^3}{8y^3},$$

since $\int\cos^4\psi\,d\psi=3\pi/8$. This algebraic tail eventually exceeds any exponential. Direct flight from mouth to floor supplies about $(d/2L)^2\,\Gamma_0$, because the mouth fills a solid angle $\pi d^2/(4L^2)$ and the cosine law divides by $\pi$. Long flights that start or end on the sidewall add to this supply, so equation (13) fails before the diffusive supply has fallen to the direct level. For $L/d=40$, $s=0.01$ and $s_b=0.2$, the diffusive floor flux is still six times the direct one, but it is only about half of the flux obtained from the patch equations.

The cost of the shared assumptions can be found by solving the patch equations numerically, with the wall cut into rings and the floor kept as one uniformly emitting patch. For $d=100$ nm, $L=2000$ nm, $s=0.001$ and $s_b=0.2$, this gives a floor flux of $0.178\,\Gamma_0$. Diffusion gives $0.187\,\Gamma_0$, which is 5% higher. Following 150,000 radicals by random sampling gives $0.176\,\Gamma_0$. Direct flight contributes $6\times10^{-4}\,\Gamma_0$.

With $\phi$ and $\beta$ held fixed and ten rings per diameter, formula (13) exceeds the flux ratio of the last and first rings by 9.1%, 5.7%, 3.4% and 1.9% for $L/d=10$, 20, 40 and 80. These figures depend on the ring width, because the wall flux changes quickly near both ends. With much finer rings there and the floor divided into annuli, they rise to about 15%, 9%, 5% and 3%, and still move by up to 0.2 percentage points with the ring width.

In both sets the excess falls more slowly than $d/L$ over this range. The long-flight tail is the cause, as a change of flight law shows. The probability density $(e^{-|\Delta|/d}+9e^{-3|\Delta|/d})/(8d)$ has the same $\langle|\Delta|\rangle$ and $\langle\Delta^2\rangle$ but no algebraic tail. With it, and with fine rings at both ends, the excess is about 5.9%, 2.9%, 1.4% and 0.7%, which is close to a fall as $d/L$.

A strongly absorbing hole shows the failure. For $L/d=40$, $s=0.05$ and $s_b=0.2$, diffusion predicts a floor flux of $2.3\times10^{-7}\,\Gamma_0$. The patch equations give $3.9\times10^{-4}\,\Gamma_0$, of which direct flight supplies $1.6\times10^{-4}\,\Gamma_0$.

### Relation to etched memory holes

The 100 nm diameter is of the rough size of holes etched for stacked memory, while finished holes are often several micrometres deep, more than the 2000 nm used here. The loss probabilities are illustrative round values, and at greater depth formula (13) holds only for weakly reactive walls. At $L/d=40$ and $s_b=0.2$ it is about 8% high for $s=0.001$, while for $s=0.01$ the diffusive floor flux is only about half of that from the patch equations. The pressure is set to 20 mTorr, a rough value for such etching. With a collision cross-section $\sigma=0.4$ nm$^2$, the mean free path $k_BT/(\sqrt2\,\sigma p)$ at 400 K is 3.7 mm, so gas collisions inside the hole are negligible. At an etch rate of 300 nm/min the floor moves about $5\times10^{-7}$ nm during the diffusion time $L^2/(2D)=92$ ns, so the depth is effectively fixed while the radical density settles. Real holes break the assumption of constant loss probabilities, since ions and deposited films alter the surfaces. Doubling $s$ alone lowers the density ratio from 0.175 to 0.137, or by 22%. Real holes also taper. For a local diameter $a(z)$, the slice balance becomes $(a^3I')'=3saI$, with $-I'=3wI/(4a)$ at the floor. Numerical integration with $a$ falling linearly from 100 nm to 80 nm raises the ratio by 3%. If the plasma gas is at 600 K and its density is unchanged, the entering flux and all impingement rates in the hole rise by $\sqrt{600/400}=1.22$. With $n$ defined by (1) and $\bar v$ taken at the wall temperature, the floor-to-mouth ratio stays the same.

Numbers in the example were calculated in double precision.
